# Why static random-phase local fields cannot raise the electronic permittivity above the head: verification in Python

```python
"""
Result under test: for a clamped-ion insulator the static random-phase
macroscopic permittivity is a Schur complement of the dielectric matrix,
    eps_M = 1/[eps^-1]_00 = eps_00 - w^+ B^-1 w  <=  eps_00,
eps_00: head, w: wing (column below the head), B: body (nonzero G, G').
eps = 1 + Q is the symmetrized matrix, Q = -v^(1/2) chi0 v^(1/2) with
v the Coulomb interaction and chi0 the independent-electron response.
Model: cubic cell, two electrons per cell, local periodic potential.
Wavevectors k, q, G are in units of 2 pi / a; energies in eV, lengths in nm.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/2m, eV nm^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
FOURPI = 4 * np.pi * COUL
a = 0.32
b = 2 * np.pi / a
volume = a**3
L = 24                                              # Fourier table size
INTS = np.array(list(itertools.product(range(-4, 5), repeat=3)))


def look(table, d):
    """Read a Fourier table at integer vectors d, with wrap-around."""
    s = table.shape
    return table[d[..., 0] % s[0], d[..., 1] % s[1], d[..., 2] % s[2]]


def put(table, d, values):
    s = table.shape
    table[d[:, 0] % s[0], d[:, 1] % s[1], d[:, 2] % s[2]] = values


def potential_table(coeffs, shape=(L, L, L), nx=1):
    """Real potential from Fourier coefficients; nx cells along x."""
    table = np.zeros(shape, complex)
    for g, value in coeffs.items():
        p = np.array([[nx * g[0], g[1], g[2]]])
        put(table, p, value)
        put(table, -p, np.conj(value))
    return table


def g_vectors(max_square):
    """G vectors sorted by length, G = 0 first."""
    sq = (INTS**2).sum(1)
    sel = INTS[sq <= max_square]
    return sel[np.argsort((sel**2).sum(1), kind="stable")]


def plane_waves(k, cut):
    return INTS[((INTS + k)**2).sum(1) <= cut]


def bands(pot, k, K):
    H = look(pot, K[:, None] - K[None]).copy()
    H[np.diag_indices(len(K))] += KIN * b**2 * ((K + k)**2).sum(1)
    return eigh(H)


def pair_density(cv, Kv, Cc, Kc, G):
    """<v k| exp(-i(q+G)r) |c k+q> for all G and all conduction states."""
    box = np.zeros((L, L, L), complex)
    put(box, Kv, cv.conj())
    return look(box, Kc[None] - G[:, None]) @ Cc


def matrix_at_q(pot, kpoints, q, G, cut, same_basis=False):
    """Dielectric matrix at finite q from the sum over transitions."""
    eps = np.eye(len(G), dtype=complex)
    length = b * np.linalg.norm(G + q, axis=1)
    for k in kpoints:
        Kv = plane_waves(k, cut)
        Kc = Kv if same_basis else plane_waves(k + q, cut)
        Ev, Cv = bands(pot, k, Kv)
        Ec, Cc = bands(pot, k + q, Kc)
        rho = pair_density(Cv[:, 0], Kv, Cc[:, 1:], Kc, G)
        weight = 4 * FOURPI / (len(kpoints) * volume * (Ec[1:] - Ev[0]))
        M = rho * np.sqrt(weight) / length[:, None]
        eps += M @ M.conj().T
    return eps


def mesh(n):
    line = (np.arange(n) + 0.5) / n - 0.5
    return np.array(list(itertools.product(line, repeat=3)))


def limit_matrix(pot, n, G, cut=9.05):
    """q -> 0 matrix: three head directions, then nonzero G; and density."""
    kpoints = mesh(n)
    eps = np.eye(3 + len(G), dtype=complex)
    density = np.zeros((L, L, L))
    length = b * np.linalg.norm(G, axis=1)
    for k in kpoints:
        K = plane_waves(k, cut)
        E, C = bands(pot, k, K)
        gap = E[1:] - E[0]
        kp = 2 * KIN * b * ((K + k).T * C[:, 0].conj()) @ C[:, 1:] / gap
        rho = pair_density(C[:, 0], K, C[:, 1:], K, G) / length[:, None]
        M = np.vstack([kp, rho])
        M = M * np.sqrt(4 * FOURPI / (len(kpoints) * volume * gap))
        eps += M @ M.conj().T
        box = np.zeros((L, L, L), complex)
        put(box, K, C[:, 0])
        psi = np.fft.ifftn(box) * L**3
        density += 2 * abs(psi)**2 / (len(kpoints) * volume)
    return eps, density


def schur(eps, nh):
    """Macroscopic block left after elimination of the body."""
    return eps[:nh, :nh] - eps[:nh, nh:] @ np.linalg.solve(
        eps[nh:, nh:], eps[nh:, :nh])


def eps_with_kernel(eps, F):
    """Macroscopic permittivity with scaled exchange-correlation kernel F."""
    one = np.eye(len(eps))
    Q = eps - one
    D = one.copy()
    D[0, 0] = 0
    return 1 + np.linalg.solve(one + Q @ (D + F), Q)[0, 0].real


# ---- Test crystal without inversion symmetry: supercell experiment ----
low_sym = {(1, 0, 0): -4.5, (0, 1, 0): -5.0, (0, 0, 1): -4.0,
           (2, 0, 0): 0.6j, (1, 1, 0): -0.5 + 0.3j}
pot_low = potential_table(low_sym)
NX, CUT_S = 4, 5.05
shape = (48, 16, 16)
q_s = np.array([1 / NX, 0, 0])
G_s = g_vectors(2)
k_s = np.array([[j / NX, 0, 0] for j in range(NX)])
eps_s = matrix_at_q(pot_low, k_s, q_s, G_s, CUT_S)
head_s = eps_s[0, 0].real
macro_s = schur(eps_s, 1)[0, 0].real

waves = np.array(list(itertools.product(range(-12, 13), range(-3, 4),
                                        range(-3, 4))))
scale = np.array([1 / NX, 1, 1])
waves = waves[((waves * scale)**2).sum(1) <= CUT_S]
difference = waves[:, None] - waves[None]
H0 = look(potential_table(low_sym, shape, NX), difference)
H0 = H0 + np.diag(KIN * b**2 * ((waves * scale)**2).sum(1))
P = G_s * np.array([NX, 1, 1]) + np.array([1, 0, 0])
P_len = b * np.linalg.norm(P * scale, axis=1)
coulomb = FOURPI / P_len**2


def supercell(v):
    """Band energy and density components for an added real potential."""
    table = np.zeros(shape, complex)
    put(table, P, v)
    put(table, -P, np.conj(v))
    E, C = eigh(H0 + look(table, difference), subset_by_index=[0, NX - 1])
    n = np.zeros(shape)
    for i in range(NX):
        box = np.zeros(shape, complex)
        put(box, waves, C[:, i])
        n += 2 * abs(np.fft.ifftn(box) * n.size)**2 / (NX * volume)
    return 2 * E.sum(), look(np.fft.fftn(n) / n.size, P)


v_ext = np.zeros(len(P), complex)
v_ext[0] = 0.0015                       # half the cosine amplitude, eV


def self_consistent(kernel):
    """Iterate the induced potential; return permittivity and potential."""
    v = v_ext.copy()
    for _ in range(100):
        n = supercell(v)[1]
        step = v_ext + (coulomb + kernel) * n - v
        if abs(step).max() < 1e-7 * abs(v_ext[0]):
            break
        v = v + 0.75 * step
    else:
        raise AssertionError("self-consistent field did not converge")
    return (v_ext[0] / (v_ext[0] + coulomb[0] * n[0])).real, v


head_direct = 1 - (coulomb[0] * supercell(v_ext)[1][0] / v_ext[0]).real
macro_direct, v_tot = self_consistent(np.zeros(len(P)))
assert abs(head_direct - head_s) < 2e-5
assert abs(macro_direct - macro_s) < 2e-5
assert 1 < macro_direct < head_direct

# The local fields found by iteration are the minimizer of the square form.
x_direct = (P_len * v_tot / (P_len[0] * v_tot[0]))[1:]
x_schur = -np.linalg.solve(eps_s[1:, 1:], eps_s[1:, 0])
assert np.abs(x_direct - x_schur).max() < 2e-5
assert np.abs(x_schur).max() > 1e-3

# Second-order band energy must be negative and equal to V v^+ chi0 v.
rng = np.random.default_rng(3)
v_rand = 0.001 * (rng.normal(size=len(P)) + 1j * rng.normal(size=len(P)))
E2_direct = (supercell(v_rand)[0] + supercell(-v_rand)[0]
             - 2 * supercell(0 * v_rand)[0]) / 2
y = P_len * v_rand
E2_formula = -NX * volume / FOURPI * (
    y.conj() @ (eps_s - np.eye(len(P))) @ y).real
assert E2_direct < 0
assert abs(E2_direct / E2_formula - 1) < 1e-3

# Kernels beyond the random phase: contact form, then head-only form.
contact = -0.005                                    # eV nm^3
contact_direct = self_consistent(np.full(len(P), contact))[0]
contact_formula = eps_with_kernel(eps_s, np.diag(contact / coulomb))
assert abs(contact_direct - contact_formula) < 2e-5
X_s = macro_s - 1
beta_crit = 1 / X_s - 1 / (head_s - 1)
beta = 1.5 * beta_crit
kernel_head = np.zeros(len(P))
kernel_head[0] = -beta * coulomb[0]
violating = self_consistent(kernel_head)[0]
assert beta * X_s < 1
assert abs(violating - (1 + X_s / (1 - beta * X_s))) < 5e-5
assert violating > head_s

# ---- Long-wave limit and tensor order in the same crystal ----
G_body = g_vectors(6)[1:]
lim2, _ = limit_matrix(pot_low, 2, G_body)
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
tiny = matrix_at_q(pot_low, mesh(2), 1e-4 * direction, g_vectors(6),
                   9.05, same_basis=True)
oblique_direct = 1 / np.linalg.inv(tiny)[0, 0].real
oblique_limit = (direction @ schur(lim2, 3) @ direction).real
assert abs(oblique_direct - oblique_limit) < 1e-4
assert abs(tiny[0, 0].real
           - (direction @ lim2[:3, :3] @ direction).real) < 1e-4
# Tensor order, with the macroscopic tensor taken from the full inverse
# for six directions rather than from the Schur complement.
pairs = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
drop = np.zeros((3, 3))
for i, j in pairs:
    u = np.eye(3)[i] + (np.eye(3)[j] if i != j else 0)
    u = u / np.linalg.norm(u)
    m = matrix_at_q(pot_low, mesh(2), 1e-4 * u, g_vectors(6), 9.05, True)
    d = (m[0, 0] - 1 / np.linalg.inv(m)[0, 0]).real
    drop[i, j] = drop[j, i] = d if i == j else d - (drop[i, i]
                                                    + drop[j, j]) / 2
drop_eigs = np.linalg.eigvalsh(drop)
assert drop_eigs.min() > 0

# ---- Worked example: cubic cosine crystal ----
V0 = 9.0
cubic = {(1, 0, 0): -V0 / 2, (0, 1, 0): -V0 / 2, (0, 0, 1): -V0 / 2}
pot = potential_table(cubic)
corners = [np.array(p) / 2 for p in
           [(0, 0, 0), (1, 0, 0), (1, 1, 0), (1, 1, 1)]]
levels = [bands(pot, k, plane_waves(k, 9.05))[0][:2] for k in corners]
band_gap = min(e[1] for e in levels) - max(e[0] for e in levels)
vertical_gap = min(e[1] - e[0] for e in levels)
assert band_gap > 0


def head_line(n):
    """Head from the one-dimensional problem on n points along x.

    The cosine potential is separable, so a field along x only drives
    transitions in which the y and z factors of the state are unchanged.
    """
    m = np.arange(-10, 11)
    total = 1.0
    for k in (np.arange(n) + 0.5) / n - 0.5:
        H = np.diag(KIN * b**2 * (m + k)**2)
        H = H - V0 / 2 * (np.eye(21, k=1) + np.eye(21, k=-1))
        E, C = np.linalg.eigh(H)
        gap = E[1:] - E[0]
        dipole = 2 * KIN * b * (C[:, 0] * (m + k)) @ C[:, 1:] / gap
        total += (4 * FOURPI / (n * volume) * dipole**2 / gap).sum()
    return total


eps4, _ = limit_matrix(pot, 4, G_body)
eps4_big, _ = limit_matrix(pot, 4, G_body, cut=12.05)
eps5, _ = limit_matrix(pot, 5, G_body)
eps7, density = limit_matrix(pot, 7, G_body)
assert abs(density.mean() * volume - 2) < 1e-9
use = np.r_[0, 3:len(eps7)]             # field along x
ex = eps7[np.ix_(use, use)]
head = ex[0, 0].real
macro = 1 / np.linalg.inv(ex)[0, 0].real
wing_square = np.linalg.norm(ex[1:, 0])**2
assert head - wing_square <= macro < head
mesh_error4 = macro - schur(eps4, 3)[0, 0].real
mesh_error5 = macro - schur(eps5, 3)[0, 0].real
basis_error = (schur(eps4_big, 3) - schur(eps4, 3))[0, 0].real
head_dense = head_line(200)
assert abs(basis_error) < 0.01
assert abs(mesh_error5) < 0.005
assert abs(head - head_dense) < 1e-3

squares = (G_body**2).sum(1)
shells = []
for s in range(0, 7):
    keep = np.r_[0, 1 + np.flatnonzero(squares <= s)]
    shells.append((s, len(keep) - 1,
                   1 / np.linalg.inv(ex[np.ix_(keep, keep)])[0, 0].real))
assert all(p[2] >= r[2] - 1e-12 for p, r in zip(shells, shells[1:]))

# ---- Effects left out, sized for the same cell ----
fx = -COUL / 3 * (3 / np.pi)**(1 / 3) * density**(-2 / 3)
fx_table = np.fft.fftn(fx) / fx.size
F = np.zeros(ex.shape, complex)
g_len = b * np.sqrt(squares)
F[1:, 1:] = (np.outer(g_len, g_len) / FOURPI
             * look(fx_table, G_body[:, None] - G_body[None]))
alda = eps_with_kernel(ex, F)
keep4 = np.r_[0, 1 + np.flatnonzero(squares <= 4)]
alda4 = eps_with_kernel(ex[np.ix_(keep4, keep4)], F[np.ix_(keep4, keep4)])
beta_example = 1 / (macro - 1) - 1 / (head - 1)

mode_charge, mode_mass, mode_wavenumber = 1.0, 10.0, 500.0
omega = 2 * np.pi * sc.c * mode_wavenumber * 100
ionic = ((mode_charge * sc.e)**2 / (sc.epsilon_0 * mode_mass
         * sc.atomic_mass * omega**2 * volume * 1e-27))
temperature = 673.0
thermal = np.exp(-band_gap * sc.e / (2 * sc.k * temperature))
field_MV_cm = 1.0
cell_drop = field_MV_cm * 0.1 * a       # 1 MV/cm = 0.1 V/nm

print("SUPERCELL TEST, crystal without inversion, q = 1/4 of 2pi/a")
print(f"head: matrix {head_s:.6f}, frozen response {head_direct:.6f}")
print(f"eps_M: Schur {macro_s:.6f}, iterated field {macro_direct:.6f}")
print(f"largest local-field amplitude / mean: {abs(x_schur).max():.4f}")
print(f"second-order energy: direct {E2_direct:.5e} eV")
print(f"second-order energy: formula {E2_formula:.5e} eV")
print(f"contact kernel {contact} eV nm^3: direct {contact_direct:.6f}")
print(f"contact kernel, formula: {contact_formula:.6f}")
print(f"head-only kernel: critical beta {beta_crit:.4f}, used {beta:.4f}")
print(f"eps_M with that kernel (above head): {violating:.6f}")
print("LONG-WAVE TEST, same crystal, direction (1,2,3)")
print(f"eps_M: tiny q {oblique_direct:.6f}, limit {oblique_limit:.6f}")
print("eigenvalues of head minus eps_M tensor:",
      " ".join(f"{e:.5f}" for e in drop_eigs))
print("WORKED EXAMPLE, cubic cosine crystal, 7 k points per axis")
print(f"lattice constant {a} nm, cosine amplitude {V0} eV per axis")
print(f"band gap {band_gap:.3f} eV, smallest vertical {vertical_gap:.3f} eV")
print(f"head eps_00: {head:.4f}")
print(f"head from dense one-dimensional sum: {head_dense:.4f}")
print(f"macroscopic eps_M: {macro:.4f}")
print(f"reduction w^+ B^-1 w: {head - macro:.4f}")
print(f"wing norm squared |w|^2: {wing_square:.4f}")
print(f"lower bound eps_00 - |w|^2: {head - wing_square:.4f}")
print(f"excess of head over eps_M: {100 * (head / macro - 1):.2f} %")
print(f"drop in susceptibility: {100*(head-macro)/(head-1):.2f} %")
print(f"refractive index sqrt(eps_M): {np.sqrt(macro):.4f}")
for s, count, value in shells:
    print(f"|G|^2 <= {s} (2pi/a)^2, {count} nonzero G: eps_M {value:.5f}")
print(f"change of eps_M, k mesh 4 to 7 per axis: {mesh_error4:.1e}")
print(f"change of eps_M, k mesh 5 to 7 per axis: {mesh_error5:.1e}")
print(f"change of eps_M, larger plane-wave basis: {basis_error:.1e}")
print("EFFECTS LEFT OUT")
print(f"eps_M with local-density exchange kernel: {alda:.4f}")
print(f"same, only |G|^2 <= 4: {alda4:.4f}")
print(f"critical beta of head-only kernel: {beta_example:.4f}")
print(f"polar mode: charge {mode_charge} e, mass {mode_mass} u, "
      f"{mode_wavenumber} cm^-1")
print(f"lattice contribution of that mode: {ionic:.3f}")
print(f"static sum eps_M + lattice: {macro + ionic:.3f}")
print(f"exp(-gap/2kT) at {temperature} K: {thermal:.1e}")
print(f"potential energy drop per cell at {field_MV_cm} MV/cm: "
      f"{cell_drop:.3f} eV")
print(f"that drop / band gap: {cell_drop / band_gap:.4f}")
print("checks complete")
```

It prints:

```
SUPERCELL TEST, crystal without inversion, q = 1/4 of 2pi/a
head: matrix 1.616557, frozen response 1.616557
eps_M: Schur 1.454041, iterated field 1.454041
largest local-field amplitude / mean: 0.2128
second-order energy: direct -1.91609e-05 eV
second-order energy: formula -1.91609e-05 eV
contact kernel -0.005 eV nm^3: direct 1.469753
contact kernel, formula: 1.469753
head-only kernel: critical beta 0.5805, used 0.8708
eps_M with that kernel (above head): 1.750953
LONG-WAVE TEST, same crystal, direction (1,2,3)
eps_M: tiny q 1.349154, limit 1.349154
eigenvalues of head minus eps_M tensor: 0.12936 0.15827 0.18308
WORKED EXAMPLE, cubic cosine crystal, 7 k points per axis
lattice constant 0.32 nm, cosine amplitude 9.0 eV per axis
band gap 6.804 eV, smallest vertical 8.795 eV
head eps_00: 1.7718
head from dense one-dimensional sum: 1.7720
macroscopic eps_M: 1.5540
reduction w^+ B^-1 w: 0.2177
wing norm squared |w|^2: 0.3591
lower bound eps_00 - |w|^2: 1.4126
excess of head over eps_M: 14.01 %
drop in susceptibility: 28.21 %
refractive index sqrt(eps_M): 1.2466
|G|^2 <= 0 (2pi/a)^2, 0 nonzero G: eps_M 1.77176
|G|^2 <= 1 (2pi/a)^2, 6 nonzero G: eps_M 1.62108
|G|^2 <= 2 (2pi/a)^2, 18 nonzero G: eps_M 1.56568
|G|^2 <= 3 (2pi/a)^2, 26 nonzero G: eps_M 1.55763
|G|^2 <= 4 (2pi/a)^2, 32 nonzero G: eps_M 1.55617
|G|^2 <= 5 (2pi/a)^2, 56 nonzero G: eps_M 1.55448
|G|^2 <= 6 (2pi/a)^2, 80 nonzero G: eps_M 1.55405
change of eps_M, k mesh 4 to 7 per axis: 1.4e-02
change of eps_M, k mesh 5 to 7 per axis: 3.0e-03
change of eps_M, larger plane-wave basis: 3.3e-05
EFFECTS LEFT OUT
eps_M with local-density exchange kernel: 1.6495
same, only |G|^2 <= 4: 1.7108
critical beta of head-only kernel: 0.5092
polar mode: charge 1.0 e, mass 10.0 u, 500.0 cm^-1
lattice contribution of that mode: 0.601
static sum eps_M + lattice: 2.155
exp(-gap/2kT) at 673.0 K: 3.3e-26
potential energy drop per cell at 1.0 MV/cm: 0.032 eV
that drop / band gap: 0.0047
checks complete
```
